\section*{Joule heating and thermal healing length of a line with cooled ends}

\section*{The problem}

A straight metal line of width $w$, thickness $t$ and length $L$ lies on a dielectric film of thickness $d$. The base of the film is a heat sink at temperature $T_0$, and the top of the line is insulated. Large contacts hold the two ends of the line, at $x=\pm L/2$, at $T_0$ as well. A fixed steady current of density $j$ runs along the line.

Let $\theta=T-T_0$ be the temperature rise and $A=wt$ the cross-section. The resistivity is $\rho=\rho_0(1+\alpha\theta)$ with $\alpha>0$, and the thermal conductivities $k$ of the metal and $k_d$ of the dielectric are constants. Until part (g), the temperature is taken as uniform over the cross-section of the metal, and heat in the dielectric is taken to flow straight down.

The numerical example uses round model parameters: $w=10$, $t=0.2$, $d=0.5$ and $L=20~\mu$m; $k=180$ and $k_d=1.0$ W/(m\,K); $\rho_0=4\times10^{-8}~\Omega\,$m; $\alpha=2.5\times10^{-3}$ K$^{-1}$; $T_0=300$ K; $j=10^{11}$ A/m$^2$.

\section*{(a) The heat balance}

\emph{Derive the equation for $\theta(x)$, including the effect of heating on the resistivity.}

\medskip
Consider the slice between $x$ and $x+dx$. Three terms enter its energy balance.

By Fourier's law the heat flow in the $+x$ direction is $\Phi=-kA\,\theta'$. The net conducted heat entering the slice is
\begin{equation}
\Phi(x)-\Phi(x+dx)=-\Phi'\,dx=kA\,\theta''\,dx .
\end{equation}

The current is $jA$ and the resistance of the slice is $\rho\,dx/A$, so the Joule heat is
\begin{equation}
(jA)^2\frac{\rho\,dx}{A}=q(1+\alpha\theta)\,dx,\qquad q=j^2\rho_0A .
\end{equation}

In the dielectric the temperature falls linearly from $\theta$ to zero over the thickness $d$. The downward flux is $k_d\theta/d$ per unit area, so the slice loses
\begin{equation}
g\,\theta\,dx,\qquad g=\frac{k_dw}{d}.
\end{equation}
Sideways spreading of heat in the dielectric is left out. It would open further paths in parallel and so make $g$ larger.

In the steady state the conducted and Joule heat together equal the loss:
\begin{equation}
kA\,\theta''+q(1+\alpha\theta)-g\theta=0 .
\end{equation}
Collecting the terms proportional to $\theta$ gives
\begin{equation}
kA\,\theta''-s\,\theta+q=0,\qquad s=g-\alpha q .
\label{eq:balance}
\end{equation}
The resistive feedback thus acts as a reduction of the lateral loss: each kelvin of rise removes heat at the rate $g$ but also generates extra heat at the rate $\alpha q$.

For the example, $A=2\times10^{-12}$ m$^2$, $g=1.0\times10/0.5=20$ W/(m\,K) and $q=10^{22}\times4\times10^{-8}\times2\times10^{-12}=800$ W/m. Hence $\alpha q=2$ W/(m\,K) and $s=18$ W/(m\,K).

\section*{(b) How far a cooled end is felt}

\emph{Take $s>0$ and a line so long that one end can be treated alone. Find the temperature as a function of the distance $y$ from that end, and the length that governs it.}

\medskip
Far from the end nothing depends on $y$, so $\theta''=0$ and (\ref{eq:balance}) gives the plateau
\begin{equation}
\theta_\infty=\frac{q}{s}.
\end{equation}
Let $u=\theta_\infty-\theta$ be the deficit below the plateau. Then $\theta''=-u''$, and (\ref{eq:balance}) becomes
\begin{equation}
-kA\,u''-s\theta_\infty+s\,u+q=0 .
\end{equation}
Since $s\theta_\infty=q$, the constants cancel and
\begin{equation}
u''=\frac{u}{\lambda^2},\qquad \lambda=\sqrt{\frac{kA}{s}} .
\label{eq:lambda}
\end{equation}
The solutions are $e^{-y/\lambda}$ and $e^{+y/\lambda}$. The growing one is excluded because $u$ must vanish far away, and $\theta(0)=0$ requires $u(0)=\theta_\infty$. Therefore
\begin{equation}
\theta(y)=\theta_\infty\left(1-e^{-y/\lambda}\right).
\end{equation}
The length $\lambda$ is the thermal healing length: the distance over which the disturbance made by the cooled end falls by a factor $e$. At distances $\lambda$, $2\lambda$ and $3\lambda$ the line has reached 63\,\%, 86\,\% and 95\,\% of the plateau.

The heat leaving through the end is $kA\,\theta'(0)=kA\theta_\infty/\lambda$. Because $kA=s\lambda^2$, this equals $s\lambda\theta_\infty=q\lambda$. The end of a long line thus carries away the heat that a length $\lambda$ would generate at the resistivity $\rho_0$.

Without feedback ($\alpha=0$) the healing length is
\begin{equation}
\lambda_0=\sqrt{\frac{kA}{g}}=\sqrt{\frac{k\,t\,d}{k_d}},
\label{eq:lambda0}
\end{equation}
which contains neither the current nor, for loss straight down, the width. With feedback,
\begin{equation}
\lambda=\frac{\lambda_0}{\sqrt{1-\alpha q/g}},
\end{equation}
so the healing length grows with current. In the example $\lambda_0=\sqrt{180\times0.2\times0.5/1.0}=4.24~\mu$m and $\lambda=4.24/\sqrt{1-0.1}=4.47~\mu$m. The plateau rises from $q/g=40.0$ K to $q/s=44.4$ K.

\section*{(c) The line with two cooled ends}

\emph{Find the profile and the peak rise for finite $L$, still with $s>0$.}

\medskip
The constant $\theta_\infty$ is a particular solution of (\ref{eq:balance}), so the general solution is
\begin{equation}
\theta=\theta_\infty+a\cosh\frac{x}{\lambda}+b\sinh\frac{x}{\lambda}.
\end{equation}
Define $U=L/(2\lambda)$. The end conditions are
\begin{align}
\theta_\infty+a\cosh U+b\sinh U&=0,\\
\theta_\infty+a\cosh U-b\sinh U&=0 .
\end{align}
Their difference gives $b=0$, and their sum gives $a=-\theta_\infty/\cosh U$. Hence
\begin{equation}
\theta(x)=\theta_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}\right].
\label{eq:profile}
\end{equation}
Since $\cosh$ is smallest at zero argument, the peak lies at the middle:
\begin{equation}
\theta_{\rm max}=\theta_\infty\left(1-\frac{1}{\cosh U}\right).
\end{equation}
Here $U=20/(2\times4.472)=2.236$ and $\theta_{\rm max}=44.44\,(1-1/\cosh2.236)=35.1$ K. Although the line is more than four healing lengths long, its middle stays 9 K below the plateau.

\section*{(d) Resistance and heat budget}

\emph{Find the mean temperature rise, the relative change of resistance, and the division of the heat between the ends and the dielectric.}

\medskip
The integral of $\cosh(x/\lambda)$ from $-L/2$ to $L/2$ is $2\lambda\sinh U$. Dividing by $L=2\lambda U$,
\begin{equation}
\bar\theta=\frac1L\int_{-L/2}^{L/2}\theta\,dx
=\theta_\infty\left(1-\frac{\tanh U}{U}\right).
\label{eq:mean}
\end{equation}
The resistance is
\begin{equation}
R=\int_{-L/2}^{L/2}\frac{\rho_0(1+\alpha\theta)}{A}\,dx=\frac{\rho_0L}{A}(1+\alpha\bar\theta),
\end{equation}
so its relative rise is $\alpha\bar\theta$. A resistance measurement therefore gives the mean temperature, not the peak.

Differentiating (\ref{eq:profile}) gives $\theta'(L/2)=-(\theta_\infty/\lambda)\tanh U$. The outflow there is $-kA\theta'(L/2)$, and by symmetry the other end carries the same amount. Using $kA\theta_\infty/\lambda=q\lambda$ from part (b),
\begin{equation}
P_{\rm ends}=\frac{2kA\theta_\infty}{\lambda}\tanh U=2q\lambda\tanh U .
\end{equation}
The lateral loss and the total Joule power are
\begin{equation}
P_{\rm side}=gL\bar\theta,\qquad P_{\rm J}=qL(1+\alpha\bar\theta).
\end{equation}
These must balance. Their difference is
\begin{equation}
P_{\rm J}-P_{\rm side}=qL-sL\bar\theta=qL\,\frac{\tanh U}{U}=2q\lambda\tanh U=P_{\rm ends},
\end{equation}
where the second step uses $s\theta_\infty=q$ in (\ref{eq:mean}) and the third uses $L/U=2\lambda$.

In the example $\bar\theta=44.44\,(1-\tanh2.236/2.236)=25.0$ K, and the resistance rises by about 6.3\,\%. The peak is 1.40 times the mean. The Joule power is $800\times20\times10^{-6}\times1.063$ W $=17.0$ mW, of which 10.0 mW enters the dielectric and 7.0 mW, or 41\,\%, leaves through the ends.

\section*{(e) Short and long lines}

\emph{Find the peak and the mean for $L\ll\lambda$ and for $L\gg\lambda$.}

\medskip
For small $U$, write $\cosh U=1+c$ with $c=U^2/2+U^4/24+\dots$. Then $1/\cosh U=1-c+c^2-\dots$, and up to order $U^4$
\begin{equation}
1-\frac1{\cosh U}=\frac{U^2}{2}+\frac{U^4}{24}-\frac{U^4}{4}
=\frac{U^2}{2}\left(1-\frac{5U^2}{12}\right).
\end{equation}
The prefactor follows from $U^2=L^2s/(4kA)$:
\begin{equation}
\theta_\infty\frac{U^2}{2}=\frac{q}{s}\,\frac{L^2s}{8kA}=\frac{qL^2}{8kA}=\frac{j^2\rho_0L^2}{8k}.
\end{equation}
The net loss $s$ has cancelled from the leading term. If the line is also short compared with $\lambda_0$, it is cooled through its ends alone, and neither the dielectric nor $\alpha$ matters. The condition $L\ll\lambda$ alone is not enough for that reading, because $\lambda$ also becomes large when $\alpha q$ approaches $g$. The peak formula then still holds, but only because lateral loss and feedback cancel. The share through the ends is $1/(1+\alpha\bar\theta)\simeq1/[1+L^2/(12\lambda_0^2)]$, which is only 35\,\% for the example line. At $L=0.2\lambda$ the correction factor is $1-5(0.1)^2/12=0.9958$, which agrees with the numerical solution of the heat balance. Similarly, $\tanh U=U-U^3/3+\dots$ gives $\bar\theta\simeq\theta_\infty U^2/3$, so the ratio of peak to mean tends to $3/2$.

For large $U$, $1/\cosh U\simeq2e^{-U}$ and $\tanh U\simeq1$, so
\begin{equation}
\theta_{\rm max}\simeq\theta_\infty\left(1-2e^{-L/2\lambda}\right),\qquad
\bar\theta\simeq\theta_\infty\left(1-\frac{2\lambda}{L}\right).
\end{equation}
The peak approaches the plateau exponentially, but the mean does so only as $1/L$. In the mean, each end counts as a length $\lambda$ that is not heated at all. The passage between the limits is as follows.

\begin{center}
\begin{tabular}{ccc}
$L/\lambda$ & $\theta_{\rm max}/\theta_\infty$ & $\bar\theta/\theta_\infty$\\
\hline
1 & 0.113 & 0.076\\
2 & 0.352 & 0.238\\
4 & 0.734 & 0.518\\
8 & 0.963 & 0.750\\
16 & 0.999 & 0.875
\end{tabular}
\end{center}

At $L=8\lambda$ the middle is within 4\,\% of the plateau, while the mean is still 25\,\% below it.

\section*{(f) Larger currents}

\emph{What replaces (\ref{eq:profile}) when $\alpha q\ge g$, and up to what current density does this model have a steady state?}

\medskip
If $s=0$, (\ref{eq:balance}) reads $\theta''=-q/(kA)$. Two integrations with $\theta(\pm L/2)=0$ give a parabola,
\begin{equation}
\theta=\frac{q}{2kA}\left(\frac{L^2}{4}-x^2\right).
\end{equation}
If $s<0$, define $\ell=\sqrt{kA/|s|}$. The equation becomes $kA\theta''+|s|\theta+q=0$, with particular solution $-q/|s|$ and homogeneous solutions $\cos(x/\ell)$ and $\sin(x/\ell)$. For $L<\pi\ell$ the end conditions remove the sine and fix the cosine:
\begin{equation}
\theta=\frac{q}{|s|}\left[\frac{\cos(x/\ell)}{\cos(L/2\ell)}-1\right].
\label{eq:trig}
\end{equation}
There is no decaying solution and hence no healing length. The ends now matter along the whole line, since the lateral loss alone cannot hold a steady temperature.

To find the limit, note first that a steady rise cannot be negative anywhere. At a negative minimum $\theta''\ge0$, whereas the balance gives $kA\theta''=g\theta-q(1+\alpha\theta)<0$ as long as the resistivity is not negative.

Now multiply (\ref{eq:balance}) by $c(x)=\cos(\pi x/L)$ and integrate over the line. Two integrations by parts give
\begin{equation}
\int c\,\theta''\,dx=\big[c\,\theta'-c'\theta\big]_{-L/2}^{L/2}+\int c''\theta\,dx
=-\frac{\pi^2}{L^2}\int c\,\theta\,dx ,
\end{equation}
because $c$ and $\theta$ both vanish at the ends. With $\int c\,dx=2L/\pi$,
\begin{equation}
\left(s+\frac{\pi^2kA}{L^2}\right)\int c\,\theta\,dx=\frac{2qL}{\pi}.
\end{equation}
The right side is positive, and $\int c\,\theta\,dx$ cannot be negative. The bracket must therefore be positive. Conversely, if it is positive, a steady profile exists: for $s\ge0$ it is one of those found above, and for $s<0$ the condition reads $L<\pi\ell$, for which (\ref{eq:trig}) is non-negative. Inserting $s=g-\alpha j^2\rho_0A$, a steady state requires $j<j_c$ with
\begin{equation}
j_c=\sqrt{\frac{g+\pi^2kA/L^2}{\alpha\rho_0A}} .
\end{equation}
The first term is the lateral cooling and the second is the cooling through the ends. As $j\to j_c$ from below, $L/(2\ell)\to\pi/2$ and (\ref{eq:trig}) diverges. The linear resistivity law and the constant $k$ cannot be trusted that far, and a real line may fail earlier, so $j_c$ is a limit of the model.

In the example $s$ vanishes at $3.16\times10^{11}$ A/m$^2$. The cooled ends raise the limit to $j_c=3.80\times10^{11}$ A/m$^2$, a value confirmed by the lowest eigenvalue of the discretized heat-loss operator. The current density of the example is about a quarter of this. For this line the whole range $s\le0$ is out of physical reach. At $s=0$, where $q=g/\alpha$, the parabola has the peak $L^2/(8\alpha\lambda_0^2)=1111$ K, so $T\approx1410$ K, above the melting points of aluminium and copper. The range $s\le0$ occurs at moderate temperatures only for lines not much longer than $\lambda_0$. In long-term operation a real line is usually limited by electromigration, which this model omits, at current densities below even the $10^{11}$ A/m$^2$ of the example.

\section*{(g) Is the one-dimensional description justified?}

\emph{Find the decay length from heat conduction in the full metal--dielectric stack with $\alpha=0$, and compare it with (\ref{eq:lambda0}). Then judge the assumption of constant $k$.}

\medskip
Let $z$ be the height above the sink, with dielectric for $0<z<d$ and metal for $d<z<d+t$. The temperature is taken not to vary across the width. For $\alpha=0$ the deficit from the plateau solution has no source, so it obeys Laplace's equation in each layer. Inserting $e^{-\kappa x}\varphi(z)$ gives $\varphi''=-\kappa^2\varphi$. The cold base requires $\varphi=b\sin\kappa z$ in the dielectric, and the insulated top requires $\varphi=a\cos\kappa(d+t-z)$ in the metal. Continuity of temperature and of vertical heat flux at $z=d$ gives
\begin{align}
a\cos\kappa t&=b\sin\kappa d,\\
k\,a\,\kappa\sin\kappa t&=k_d\,b\,\kappa\cos\kappa d .
\end{align}
Dividing the second equation by the first,
\begin{equation}
k\tan(\kappa t)\tan(\kappa d)=k_d .
\end{equation}
The smallest root $\kappa$ belongs to the slowest decay. If $\kappa t$ and $\kappa d$ are small, $\tan p\simeq p+p^3/3$ yields
\begin{equation}
\kappa^2td\left[1+\frac{\kappa^2(t^2+d^2)}{3}\right]\simeq\frac{k_d}{k}=\frac{td}{\lambda_0^2}.
\end{equation}
Solving for $1/\kappa^2$, replacing $\kappa$ by $1/\lambda_0$ in the small term and taking the square root,
\begin{equation}
\frac1\kappa\simeq\lambda_0\left[1+\frac{t^2+d^2}{6\lambda_0^2}\right].
\end{equation}
For a stack that is uniform across its width, the one-dimensional healing length is thus the leading term when $\lambda_0\gg t,d$. The correction here is $0.29/(6\times18)=0.27\,\%$. Sideways spreading at the edges of the line is not included. If the dielectric extends beyond the line, this spreading reaches a distance of order $d$ past each edge. It then raises $g$ by a fraction of order $d/w=5\,\%$ and shortens the healing length by about half that fraction, which outweighs the correction found here. This estimate is for dielectric beneath the line only, with an insulated upper surface; if dielectric also surrounds and covers the line, the increase of $g$ is several times larger. A finite-element solution through the stack gives $4.254~\mu$m against $\lambda_0=4.243~\mu$m, as predicted. With the feedback included it gives $4.484~\mu$m against $4.472~\mu$m. This check concerns the decay length; the amplitude near an end also depends on how the dielectric is cooled there.

The temperature is also nearly uniform across the metal. On the plateau, a flux $F$ into the dielectric produces a drop $Fd/k_d$ there and at most $Ft/k$ in the metal. The ratio is at most $k_dt/(kd)=0.0022$.

Finally, the Wiedemann--Franz law makes $k\rho/T$ constant. Since $\rho$ is not proportional to $T$ here, $k$ should vary as
\begin{equation}
k(\theta)=k\,\frac{1+\theta/T_0}{1+\alpha\theta}.
\end{equation}
The chosen values give $k\rho_0/T_0=2.40\times10^{-8}$ W\,$\Omega$/K$^2$, close to the Sommerfeld value $2.44\times10^{-8}$ W\,$\Omega$/K$^2$. Solving the nonlinear heat equation with this $k(\theta)$ lowers the peak from 35.05 K to 34.89 K, a change of 0.5\,\% relative to the constant-$k$ result. At this current density, constant $k$ is an adequate approximation. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
Line width, thickness, length: 10.0, 0.2, 20.0 um
Dielectric thickness: 0.5 um
Conductivity of metal, dielectric: 180, 1.0 W/(m K)
Resistivity at T0: 4.0e-08 ohm m
Temperature coefficient alpha: 2.50e-03 1/K
Sink temperature T0: 300 K
Current density j: 1.00e+11 A/m^2
Current: 0.200 A
Lorenz ratio k rho0/T0: 2.400e-08 W ohm/K^2
Sommerfeld Lorenz number: 2.443e-08 W ohm/K^2
Cross-section A: 2.00e-12 m^2
Lateral loss g: 20.00 W/(m K)
Joule heat per length at T0, q: 800.0 W/m
Feedback alpha q: 2.00 W/(m K)
Net loss s: 18.00 W/(m K)
Thickness-drop ratio k_d t/(k d): 0.00222
Healing length without feedback: 4.243 um
Healing length with feedback: 4.472 um
Healing length measured on long line: 4.472 um
Full-stack healing length, no feedback: 4.2540 um
Full-stack healing length, feedback: 4.4843 um
Predicted stack correction, no feedback: 0.269 %
Plateau rise without feedback q/g: 40.00 K
Plateau rise with feedback: 44.44 K
L/(2 lambda): 2.2361
Peak rise: 35.05 K
Peak rise, finite differences: 35.05 K
Mean rise: 25.02 K
Peak/mean ratio: 1.401
Relative resistance rise: 6.25 %
Total Joule power: 17.001 mW
Lateral heat loss: 10.007 mW
Heat through both ends: 6.994 mW
Share through ends: 41.1 %
Peak rise with Wiedemann-Franz k(T): 34.89 K
Plateau share at 1, 2, 3 lambda from end: 0.632, 0.865, 0.950
Short line L/lambda=0.2, peak/limit: 0.99585
Current density at zero net loss: 3.162e+11 A/m^2
Limiting current density, this line: 3.800e+11 A/m^2
Limiting value from eigenvalue: 3.800e+11 A/m^2
L/lambda, peak/plateau, mean/plateau (dimensionless):
   1  0.1132  0.0758
   2  0.3519  0.2384
   4  0.7342  0.5180
   8  0.9634  0.7502
  16  0.9993  0.8750
\end{verbatim}
